# Reverse diffusion current of a finite base with back-surface recombination: verification in Python

```python
# Result under test: saturated reverse electron-diffusion current of a p-type base
#   J0 = (q D n0 / L) F,   F = (s + tanh w) / (1 + s tanh w)
# D: electron diffusivity, tau: lifetime, L = sqrt(D tau), n0 = ni^2 / NA,
# W: neutral base width, S: back-surface recombination velocity,
# w = W / L, s = S L / D.  Lengths are in cm inside the program.
# Independent road: numerical solution of the diffusion boundary-value problem.
import numpy as np
from scipy.constants import e as q, k as k_B
from scipy.integrate import solve_bvp, simpson

T = 300.0
ni = 1e10
NA = 1e16
D = 25.0
tau = 4e-6
W = 20e-4
S = 1e4
depletion_width = 1e-4
exit_velocity = 1e7
n0 = ni**2 / NA
L = np.sqrt(D * tau)
thermal_voltage = k_B * T / q
PICO = 1e12


def factor(width, surface):
    t = np.tanh(width / L)
    if np.isinf(surface):
        return 1 / t
    s = surface * L / D
    return (s + t) / (1 + s * t)


def solve_base(width, surface, edge=0.0, v_exit=None):
    """Solve for u = n/n0 on z = x/width; return D u'(0)/width and solution."""
    def equations(z, y):
        return np.vstack((y[1], width**2 / (D * tau) * (y[0] - 1)))

    def boundaries(left, right):
        if v_exit is None:
            front = left[0] - edge
        else:
            front = left[0] - D * left[1] / (width * v_exit)
        if np.isinf(surface):
            back = right[0] - 1
        else:
            back = right[1] + surface * width / D * (right[0] - 1)
        return np.array([front, back])

    z = np.linspace(0, 1, 101)
    guess = np.vstack((z, np.ones_like(z)))
    result = solve_bvp(equations, boundaries, z, guess,
                       tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return D * result.sol(0.0)[1] / width, result.sol


def relative_error(value, reference):
    return abs(value / reference - 1)


def trap_rate(n, p, intrinsic):
    """Net recombination by midgap traps with equal lifetimes."""
    return (n * p - intrinsic**2) / (tau * (n + p + 2 * intrinsic))


# General formula, including reflecting and ohmic back boundaries
worst = 0.0
for width in (10e-4, 20e-4, 100e-4, 300e-4):
    for surface in (0.0, 500.0, D / L, 1e4, np.inf):
        velocity, _ = solve_base(width, surface)
        worst = max(worst, relative_error(D / L * factor(width, surface),
                                          velocity))
assert worst < 1e-5

# Special limits compared directly with the numerical solution
assert relative_error(solve_base(W, np.inf)[0], D / L / np.tanh(W / L)) < 1e-5
assert relative_error(solve_base(W, 0.0)[0], D / L * np.tanh(W / L)) < 1e-5
for surface in (0.0, 1e4, np.inf):
    assert relative_error(solve_base(6 * L, surface)[0], D / L) < 2e-5
for width in (0.2 * L, L, 3 * L):
    assert relative_error(solve_base(width, D / L)[0], D / L) < 1e-5

# Thickness trend on either side of S = D/L
assert solve_base(0.2 * L, 1e4)[0] > solve_base(L, 1e4)[0]
assert solve_base(0.2 * L, 500.0)[0] < solve_base(L, 500.0)[0]

# Bias dependence
reverse_voltage = 0.1
for voltage in (0.02, reverse_voltage):
    edge = np.exp(-voltage / thermal_voltage)
    velocity, _ = solve_base(W, S, edge=edge)
    assert relative_error(D / L * factor(W, S) * (1 - edge), velocity) < 1e-5
bias_factor = 1 - np.exp(-reverse_voltage / thermal_voltage)

# Bulk and surface generation obtained from the numerical density profile
w = W / L
s = S * L / D
denominator = np.cosh(w) + s * np.sinh(w)
surface_velocity_part = S / denominator
bulk_velocity_part = L / tau * (np.sinh(w) + s * (np.cosh(w) - 1)) / denominator
numeric_velocity, profile = solve_base(W, S)
z_fine = np.linspace(0, 1, 2001)
numeric_bulk = W / tau * simpson(1 - profile(z_fine)[0], x=z_fine)
numeric_surface = S * (1 - profile(1.0)[0])
assert relative_error(bulk_velocity_part, numeric_bulk) < 1e-5
assert relative_error(surface_velocity_part, numeric_surface) < 1e-5
assert relative_error(numeric_bulk + numeric_surface, numeric_velocity) < 1e-5
positions = np.array([0.25, 0.5, 0.75, 1.0])
closed_profile = 1 - (np.cosh(w * (1 - positions))
                      + s * np.sinh(w * (1 - positions))) / denominator
assert np.max(np.abs(closed_profile - profile(positions)[0])) < 1e-6

# Approach to the long-base limit
r = (s - 1) / (s + 1)
decay = np.exp(-4.0)
long_deviation = 2 * r * decay / (1 - r * decay)
numeric_deviation = solve_base(2 * L, S)[0] * L / D - 1
assert relative_error(long_deviation, numeric_deviation) < 1e-4
W_long = 0.5 * L * np.log(r * 2.01 / 0.01)
W_long_ohmic = 0.5 * L * np.log(2.01 / 0.01)
assert abs(solve_base(W_long, S)[0] * L / D - 1.01) < 1e-5
assert abs(solve_base(W_long_ohmic, np.inf)[0] * L / D - 1.01) < 1e-5

# Approach to the ohmic limit
ohmic_shortfall = 1 / np.cosh(w)**2 / (1 + s * np.tanh(w))
numeric_ohmic = solve_base(W, np.inf)[0]
assert abs(ohmic_shortfall - (1 - numeric_velocity / numeric_ohmic)) < 1e-5
S_ohmic = D / L * (1 / np.cosh(w)**2 / 0.01 - 1) / np.tanh(w)
assert abs(solve_base(W, S_ohmic)[0] / numeric_ohmic - 0.99) < 1e-5

# Thin-base approximation and its error bound
for width in (10e-4, 20e-4):
    for surface in (0.0, 100.0, 1e4, 1e6):
        thin = (surface + width / tau) / (1 + surface * width / D)
        error = relative_error(thin, solve_base(width, surface)[0])
        assert error < (width / L)**2 / 3 + 1e-5
thin_velocity = (S + W / tau) / (1 + S * W / D)

# Finite exit velocity; the slow value makes the correction large
diffusion_velocity = D / L * factor(W, S)
for v in (5e3, exit_velocity):
    series = 1 / (1 / diffusion_velocity + 1 / v)
    assert relative_error(series, solve_base(W, S, v_exit=v)[0]) < 1e-5

# Linear recombination rate against the full trap rate
linear_error = 0.0
for fraction in (0.0, 0.3, 0.7):
    n = fraction * n0
    full = trap_rate(n, NA + n - n0, ni)
    linear_error = max(linear_error, relative_error((n - n0) / tau, full))
assert linear_error < 1e-5

# Depletion generation, with both carrier densities negligible there
J_depletion = -q * depletion_width * trap_rate(0.0, 0.0, ni)
J_unit = q * n0 * D / L
J0 = J_unit * factor(W, S)
ni_equal = ni * J_depletion / J0
J_dep_equal = -q * depletion_width * trap_rate(0.0, 0.0, ni_equal)
J_diff_equal = q * ni_equal**2 / NA * numeric_velocity
assert relative_error(J_diff_equal, J_dep_equal) < 1e-5

print(f"Temperature: {T:.0f} K")
print(f"Intrinsic density ni: {ni:.1e} cm^-3")
print(f"Acceptor density NA: {NA:.1e} cm^-3")
print(f"Electron diffusivity D: {D:.1f} cm^2/s")
print(f"Electron lifetime tau: {tau*1e6:.1f} us")
print(f"Neutral base width W: {W*1e4:.1f} um")
print(f"Back-surface velocity S: {S:.1e} cm/s")
print(f"Equilibrium electron density n0: {n0:.3e} cm^-3")
print(f"Diffusion length L: {L*1e4:.2f} um")
print(f"w = W/L: {w:.4f} (dimensionless)")
print(f"s = S L/D: {s:.4f} (dimensionless)")
print(f"tanh w: {np.tanh(w):.5f} (dimensionless)")
print(f"Factor F: {factor(W, S):.5f} (dimensionless)")
print(f"D/L: {D/L:.1f} cm/s")
print(f"D/W: {D/W:.1f} cm/s")
print(f"Diffusion velocity D F/L: {diffusion_velocity:.1f} cm/s")
print(f"J0, long base: {J_unit*PICO:.4f} pA/cm^2")
print(f"J0, worked base: {J0*PICO:.4f} pA/cm^2")
print(f"J0, worked base, converted: {J0*1e4*1e9:.3f} nA/m^2")
print(f"J0, worked base, numerical: {q*n0*numeric_velocity*PICO:.4f} pA/cm^2")
print(f"J0, ohmic back: {J_unit*factor(W, np.inf)*PICO:.4f} pA/cm^2")
print(f"J0, reflecting back: {J_unit*factor(W, 0.0)*PICO:.4f} pA/cm^2")
print(f"J0, thin-base formula: {q*n0*thin_velocity*PICO:.4f} pA/cm^2")
print(f"Bulk part of J0: {q*n0*bulk_velocity_part*PICO:.4f} pA/cm^2")
print(f"Surface part of J0: {q*n0*surface_velocity_part*PICO:.4f} pA/cm^2")
print(f"Surface share: {100*surface_velocity_part/diffusion_velocity:.2f} %")
print(f"n(W)/n0 at saturation: {closed_profile[-1]:.5f} (dimensionless)")
print(f"Thermal voltage kT/q: {thermal_voltage*1e3:.3f} mV")
print(f"Example reverse voltage: {reverse_voltage:.2f} V")
print(f"J_R/J0 at that voltage: {bias_factor:.5f} (dimensionless)")
print(f"J_R at that voltage: {J0*bias_factor*PICO:.4f} pA/cm^2")
print(f"Shortfall from ohmic value: {100*ohmic_shortfall:.2f} %")
print(f"W for 1% long-base excess, given S: {W_long*1e4:.1f} um")
print(f"W for 1% long-base excess, ohmic: {W_long_ohmic*1e4:.1f} um")
print(f"S for 1% ohmic shortfall, given W: {S_ohmic:.3e} cm/s")
print(f"Assumed edge exit velocity: {exit_velocity:.1e} cm/s")
exit_loss = diffusion_velocity / (diffusion_velocity + exit_velocity)
print(f"Current reduction by finite exit velocity: {100*exit_loss:.4f} %")
print(f"Assumed depletion width: {depletion_width*1e4:.1f} um")
print(f"Depletion-generation current: {J_depletion*PICO:.1f} pA/cm^2")
print(f"Depletion/diffusion current ratio: {J_depletion/J0:.1f}")
print(f"ni at which the two are equal: {ni_equal:.3e} cm^-3")
print(f"Largest linear-rate relative error: {linear_error:.2e}")
print(f"Largest relative error of J0 formula: {worst:.2e}")
print("J0 in pA/cm^2 for S = 0, D/L, 1e4 cm/s, infinity:")
for width in (5e-4, 20e-4, 100e-4, 300e-4):
    row = [J_unit * factor(width, v) * PICO for v in (0.0, D/L, 1e4, np.inf)]
    print(f"W = {width*1e4:.0f} um: " + ", ".join(f"{j:.4f}" for j in row))
print("every check passed")
```

Printed output:

```
Temperature: 300 K
Intrinsic density ni: 1.0e+10 cm^-3
Acceptor density NA: 1.0e+16 cm^-3
Electron diffusivity D: 25.0 cm^2/s
Electron lifetime tau: 4.0 us
Neutral base width W: 20.0 um
Back-surface velocity S: 1.0e+04 cm/s
Equilibrium electron density n0: 1.000e+04 cm^-3
Diffusion length L: 100.00 um
w = W/L: 0.2000 (dimensionless)
s = S L/D: 4.0000 (dimensionless)
tanh w: 0.19738 (dimensionless)
Factor F: 2.34556 (dimensionless)
D/L: 2500.0 cm/s
D/W: 12500.0 cm/s
Diffusion velocity D F/L: 5863.9 cm/s
J0, long base: 4.0054 pA/cm^2
J0, worked base: 9.3950 pA/cm^2
J0, worked base, converted: 93.950 nA/m^2
J0, worked base, numerical: 9.3950 pA/cm^2
J0, ohmic back: 20.2935 pA/cm^2
J0, reflecting back: 0.7906 pA/cm^2
J0, thin-base formula: 9.3460 pA/cm^2
Bulk part of J0: 0.6179 pA/cm^2
Surface part of J0: 8.7771 pA/cm^2
Surface share: 93.42 %
n(W)/n0 at saturation: 0.45218 (dimensionless)
Thermal voltage kT/q: 25.852 mV
Example reverse voltage: 0.10 V
J_R/J0 at that voltage: 0.97910 (dimensionless)
J_R at that voltage: 9.1987 pA/cm^2
Shortfall from ohmic value: 53.70 %
W for 1% long-base excess, given S: 239.6 um
W for 1% long-base excess, ohmic: 265.2 um
S for 1% ohmic shortfall, given W: 1.205e+06 cm/s
Assumed edge exit velocity: 1.0e+07 cm/s
Current reduction by finite exit velocity: 0.0586 %
Assumed depletion width: 1.0 um
Depletion-generation current: 20027.2 pA/cm^2
Depletion/diffusion current ratio: 2131.7
ni at which the two are equal: 2.132e+13 cm^-3
Largest linear-rate relative error: 2.00e-06
Largest relative error of J0 formula: 1.06e-07
J0 in pA/cm^2 for S = 0, D/L, 1e4 cm/s, infinity:
W = 5 um: 0.2001, 4.0054, 13.5201, 80.1756
W = 20 um: 0.7906, 4.0054, 9.3950, 20.2935
W = 100 um: 3.0505, 4.0054, 4.7134, 5.2593
W = 300 um: 3.9856, 4.0054, 4.0174, 4.0253
every check passed
```
